# Drift-Diffusion Electron Flux from Momentum Balance and Its Low-Collisionality Failures, part 2

Fluid models of processing plasmas write the electron flux as drift plus diffusion. We ask what fails in this law when collisions with the gas are rare.

Electrons have charge $-e$, mass $m$ and velocity distribution $f$; there is no magnetic field. Units are SI, with the temperature $T$ as an energy, quoted in eV. Angle brackets denote averages over velocity. With $\nu$ the momentum-transfer frequency, taken independent of speed unless stated, the momentum balance in a field $\mathbf E$ is

$$\frac{\partial(mn\mathbf u)}{\partial t}+\nabla\cdot(mn\mathbf u\mathbf u)+\nabla\cdot\mathsf P=-en\mathbf E-m\nu n\mathbf u .$$

Here $n$ is the density, $\mathbf u$ the mean velocity, and $P_{ij}=m\int w_iw_jf\,d^3v$ the pressure tensor, with $\mathbf w=\mathbf v-\mathbf u$. Drift-diffusion drops the inertia and replaces $\mathsf P$ by a scalar $nT$.

If $\nu$ depends on speed and the distribution is nearly isotropic and Maxwellian, the drift-diffusion flux is

$$\boldsymbol\Gamma=-\mu n\mathbf E-\nabla(Dn),\qquad\mu=\frac{eD}{T},$$

with $D=\langle v^2/(3\nu)\rangle$. For a constant cross section, $\nu\propto v$, the term in $\nabla T$ is half that for constant $\nu$.

The example has $T=3$ eV, a gas at 300 K, $L=30$ mm, frequency 13.56 MHz (angular frequency $\omega$), $n=10^{16}\ \mathrm{m^{-3}}$, $E=50$ V/m along $+x$ and $dn/dx=n/L$. The collision frequency is $\nu=k_mn_g$, with $k_m=10^{-13}\ \mathrm{m^3/s}$ and the gas density $n_g$ from the ideal-gas law. At 100 Pa, $\nu=2.414\times10^9\ \mathrm{s^{-1}}$, $\mu=72.85\ \mathrm{m^2/(V\,s)}$, $D=218.5\ \mathrm{m^2/s}$ and the mean free path is $\lambda=0.301$ mm. At 1 Pa, $\nu$ is 100 times smaller and the other three are 100 times larger; drift-diffusion then gives a steady flux of $-1.09\times10^{22}\ \mathrm{m^{-2}s^{-1}}$.

Drift-diffusion requires four ratios to be small. With the steady drift speed $u=\mu E$ they are:

| Ratio | 100 Pa | 1 Pa |
|---|---|---|
| $\omega/\nu$ | 0.035 | 3.5 |
| $\lambda/L$ | 0.010 | 1.0 |
| $u/(\nu L)$ | 0.00005 | 0.50 |
| $mu^2/T$ | 0.000025 | 0.25 |

**Q.** Restate what we have, and then stop estimating. I want a case in which the kinetic answer is known.

**A.** The density is $n$, the mean velocity $u$, the flux $\Gamma=nu$, the collision frequency $\nu$, the thermal speed $v_t=\sqrt{T/m}$ and the mean free path $\lambda=v_t/\nu$. In one dimension, drift-diffusion at uniform $T$ is

$$\Gamma=-\mu nE-D\frac{\partial n}{\partial x},\qquad\mu=\frac{e}{m\nu},\quad D=\frac{v_t^2}{\nu}.$$

It drops the inertia $\partial_t\Gamma+\partial_x(\Gamma u)$ and replaces the pressure $P_{xx}$ by $nT$.

For a solvable model, let each collision replace the electron's velocity by one drawn from a resting Maxwellian of fixed temperature $T$. After integration over the transverse velocities,

$$\frac{\partial f}{\partial t}+v\frac{\partial f}{\partial x}+a\frac{\partial f}{\partial v}=\nu(nM-f),\qquad a=-\frac{eE}{m},$$

with $M=(2\pi v_t^2)^{-1/2}e^{-v^2/2v_t^2}$. Since $M$ carries no momentum, the friction is $-m\nu\Gamma$, as before.

**Q.** That model restores the temperature at every collision. Real electrons do not.

**A.** Correct. In an elastic collision the recoil momentum is of order $mv$, so the gas particle of mass $M_g$ takes an energy of order $(mv)^2/M_g$. The electron loses a fraction of order $m/M_g$ of its energy, though its momentum may be turned completely. The model therefore favours the isothermal closure. If drift-diffusion fails here, the failure cannot be blamed on a missing energy equation for slow relaxation.

**Q.** Begin with a steady uniform field. I expect the pressure to become anisotropic.

**A.** The kinetic equation is $a\,\partial f/\partial v=\nu(nM-f)$. Multiply by $v$ and integrate: $-an=-\nu nu$, so $u=a/\nu=-\mu E$. Multiply by $v^2$, with $\int v^2\,\partial f/\partial v\,dv=-2nu$:

$$-2anu=\nu n(v_t^2-\langle v^2\rangle)\quad\Rightarrow\quad\langle v^2\rangle=v_t^2+2u^2 .$$

Subtract $u^2$ to obtain the spread about the mean:

$$\frac{P_{xx}}{n}=m(\langle v^2\rangle-u^2)=T+mu^2 .$$

The transverse pressure stays $nT$. At $u=1.5v_t$ the effective temperature along the field is $3.25T$. In the example at 1 Pa, with a steady 50 V/m and $mu^2/T=0.25$, it is $1.25T$, or about 3.8 eV.

**Q.** But the drift flux came out right. The anisotropy did no harm.

**A.** In a uniform plasma it cannot, because the flux feels the gradient of the pressure. So add a density gradient. Take $n\propto e^{\kappa x+\sigma t}$ with $\kappa>0$ and constant $a$, and seek a solution with the same $u$ everywhere. Continuity gives $\sigma=-\kappa u$. The inertia vanishes:

$$\frac{\partial\Gamma}{\partial t}+\frac{\partial(\Gamma u)}{\partial x}=(\sigma+\kappa u)\Gamma=0 .$$

Any error in the flux now comes from the pressure. Drift-diffusion predicts $u_{DD}=(a-\kappa v_t^2)/\nu$; take it positive.

**Q.** And the kinetic velocity?

**A.** Follow each electron back to its last collision, a time $\tau$ ago. It left with velocity $v_0$ and has since moved $v_0\tau+a\tau^2/2$. Its chance of no later collision is $e^{-\nu\tau}$. Relative to the density here and now, the density at its starting point was $\exp[-\kappa(v_0\tau+a\tau^2/2)-\sigma\tau]$. All such electrons must add up to the present density. The Gaussian average $\langle e^{-\kappa v_0\tau}\rangle=e^{\kappa^2v_t^2\tau^2/2}$ gives

$$1=\nu\int_0^\infty e^{-(\nu+\sigma)\tau-\kappa(a-\kappa v_t^2)\tau^2/2}\,d\tau .$$

Set $q=1+\sigma/\nu$ and $\beta=\kappa u_{DD}/\nu$, and measure $\tau$ in units of $1/\nu$. The exponent is $-q\tau-\beta\tau^2/2$. For small $\beta$, expand the second factor and use $\int_0^\infty\tau^ke^{-q\tau}d\tau=k!/q^{k+1}$:

$$1=\frac1q-\frac{\beta}{q^3}+\frac{3\beta^2}{q^5}+\cdots .$$

Insert $q=1-\beta+c\beta^2$. To second order the three terms are $1+\beta+(1-c)\beta^2$, $-\beta-3\beta^2$ and $3\beta^2$. Their sum equals 1 if $c=1$. Hence $\sigma/\nu=-\beta+\beta^2$ and

$$u=-\frac{\sigma}{\kappa}=u_{DD}(1-\beta+\cdots).$$

The leading error is $\kappa u_{DD}/\nu$, the ratio $u/(\nu L)$ with $L=1/\kappa$. For $a=0.2\,\nu v_t$ and $\kappa=0.05/\lambda$, $u_{DD}=0.150v_t$ and $\beta=0.0075$. Numerical integration over the flight times and starting velocities gives $u=0.1489v_t$, lower than drift-diffusion by 0.73%.

**Q.** Now the inertia. Put the electrons in a radio-frequency field.

**A.** Let the field be uniform, $E\propto e^{-i\omega t}$, with uniform, constant density. All gradients vanish, and the momentum balance becomes

$$-i\omega\Gamma=-\frac emnE-\nu\Gamma\quad\Rightarrow\quad\Gamma=\frac{-\mu nE}{1-i\omega/\nu}.$$

At fixed field, drift-diffusion overestimates the amplitude by $\sqrt{1+\omega^2/\nu^2}$. It also misses a phase lag $\arctan(\omega/\nu)$. At 100 Pa the factor is 1.001 and the lag $2.0^\circ$. At 1 Pa they are 3.67 and $74^\circ$.

The phase matters for heating. The mean power that the field gives to the electrons depends on the part of the current in phase with $E$, which is reduced by the factor $1/(1+\omega^2/\nu^2)$.

**Q.** Then keep $\partial_t\Gamma$ in the fluid equations and the problem is solved.

**A.** For a uniform field and constant $\nu$, yes. For a wave, the pressure remains. Take a weak field $\propto e^{ikx-i\omega t}$ acting on a uniform plasma at rest. Subscript 1 marks perturbations, and $n_0$ is the unperturbed density. Continuity gives $\omega n_1=k\Gamma_1$. The linear kinetic equation is

$$(\nu-i\omega+ikv)f_1=\nu n_1M+a_1n_0\frac{v}{v_t^2}M,$$

because $\partial M/\partial v=-vM/v_t^2$.

First let the wave be long, $kv_t\ll|\nu-i\omega|$. The part of $f_1$ odd in $v$ is then proportional to $vM$ at leading order. Its flux must be $\Gamma_1$, so it is $\Gamma_1vM/v_t^2$. The even part follows from

$$(\nu-i\omega)f_{\rm even}=\nu n_1M-ikv\,\Gamma_1\frac{v}{v_t^2}M=n_1\left(\nu-i\omega\frac{v^2}{v_t^2}\right)M .$$

Multiply by $mv^2$ and integrate, with $\int v^4M\,dv=3v_t^4$:

$$\frac{P_{xx,1}}{Tn_1}=\frac{\nu-3i\omega}{\nu-i\omega}.$$

**Q.** What does this ratio say physically?

**A.** It is the stiffness of the model electron gas. For $\omega\ll\nu$ it is 1, because every collision restores the temperature $T$. Elastic collisions alone would only share the heating among the three directions. For constant $\nu$ and $\omega\ll\nu$, the ratio would then be about $5/3$, if energy loss and heat conduction are negligible within a period. For $\omega\gg\nu$ it is 3: the compression heats only the motion along $x$, as in a one-dimensional adiabatic gas. Its magnitude is 1.01 at $\omega/\nu=0.05$ and 3.00 at $\omega/\nu=20$. Restoring inertia does not restore this factor. In this model its effect on the flux at a given field is only of relative order $2k^2v_t^2/|\nu-i\omega|^2$, small wherever the long-wave formula holds; the pressure closure becomes decisive when the wave is shorter.

**Q.** Apply it to the example.

**A.** With $k=\pi/L$, $k\lambda$ is 0.0315 at 100 Pa and 3.15 at 1 Pa. In the second case $kv_t$ is comparable with $|\nu-i\omega|$, so the long-wave formula does not apply, and the full kinetic equation is needed. Divide it by $\nu-i\omega+ikv$ and define

$$I_j=\int\frac{v^jM}{\nu-i\omega+ikv}\,dv .$$

The zeroth and first moments of $f_1$ are then

$$n_1=\frac{a_1n_0I_1}{v_t^2(1-\nu I_0)},\qquad\Gamma_1=\nu n_1I_1+\frac{a_1n_0}{v_t^2}I_2 .$$

I evaluate the integrals by Gauss–Legendre quadrature. The two fluid results follow on inserting $n_1=k\Gamma_1/\omega$ in the diffusion term:

$$\Gamma_{DD}=\frac{-\mu n_0E_1}{1+iDk^2/\omega},\qquad\Gamma_{\rm inertia}=\frac{-\mu n_0E_1}{1-i\omega/\nu+iDk^2/\omega}.$$

The amplitudes, in units of $\mu n_0|E_1|$ at fixed total field, are:

| Treatment | 100 Pa | 1 Pa |
|---|---|---|
| Drift-diffusion | 1.000 | 0.335 |
| Fluid with inertia | 1.000 | 0.813 |
| Kinetic | 0.998 | 0.235 |

**Q.** At 1 Pa the fluid with inertia is worse than drift-diffusion!

**A.** In amplitude, for this wave, it is. Its denominator contains $-i\omega/\nu=-3.53i$ and $iDk^2/\omega=i(k\lambda)^2\nu/\omega=2.81i$. They nearly cancel, leaving $1-0.72i$. The isothermal fluid is close to a resonance between inertia and pressure. The kinetic electrons do not respond with that pressure. Since the linear momentum equation with inertia is otherwise complete, the whole remaining discrepancy lies in the closure $P_{xx}=nT$.

Nor is drift-diffusion good here. Its complex flux differs from the kinetic one by 132% of the kinetic magnitude, against 3.5% at 100 Pa. Much of the error is in the phase.

**Q.** Those are waves. What of plain steady diffusion to a wall?

**A.** Put a slab of thickness $L$, without field, between a reservoir and an absorbing wall. The reservoir sends in the forward half of a Maxwellian of density $n_r$. If one sets $n=n_r$ at the inlet and $n=0$ at the wall, drift-diffusion gives

$$\Gamma=\frac{Dn_r}{L}=n_rv_t\frac{\lambda}{L}.$$

This grows without limit as $\lambda/L$ rises. But the reservoir supplies at most

$$n_r\int_0^\infty vM\,dv=\frac{n_rv_t}{\sqrt{2\pi}}=0.399\,n_rv_t .$$

The formula exceeds the supply when $L<\sqrt{2\pi}\,\lambda$.

**Q.** That blames the flux law for a bad boundary condition. The density at an absorbing wall is not zero.

**A.** A fair objection. Near a boundary take $f=nM+\Gamma vM/v_t^2$. Its forward and backward fluxes are $nv_t/\sqrt{2\pi}\pm\Gamma/2$. At the inlet the forward flux equals the supply; at the wall the backward flux is zero:

$$\frac{n(0)v_t}{\sqrt{2\pi}}+\frac\Gamma2=\frac{n_rv_t}{\sqrt{2\pi}},\qquad\frac{n(L)v_t}{\sqrt{2\pi}}=\frac\Gamma2 .$$

Subtract to find $n(0)-n(L)=n_r-\sqrt{2\pi}\,\Gamma/v_t$. Insert this in $\Gamma=D[n(0)-n(L)]/L$:

$$\Gamma=\frac{n_rv_t}{L/\lambda+\sqrt{2\pi}} .$$

It now has the correct collisionless limit. I also solved the kinetic slab numerically, with discrete velocities and 800 cells. In units of $n_rv_t$:

| Treatment | 100 Pa | 1 Pa |
|---|---|---|
| Zero density at wall | 0.0100 | 1.00 |
| Half-range flux conditions | 0.0098 | 0.285 |
| Kinetic | 0.0098 | 0.269 |

At 1 Pa the error falls from a factor of 3.7 to 6%.

**Q.** So the local law works at 1 Pa after all?

**A.** The total flux does not show that. Integrate the steady momentum balance across the slab:

$$\nu\Gamma L=\left[nu^2+\frac{P_{xx}}{m}\right]_{x=0}-\left[nu^2+\frac{P_{xx}}{m}\right]_{x=L}.$$

In the kinetic solution at 1 Pa, the drop in $nT/m$ supplies 1.62 of the right side, inertia $-0.58$ and the remaining pressure $-0.04$. At 100 Pa the isotropic part is 1.01 and the others are at most about 0.01 in magnitude.

Thus, given the true density drop at 1 Pa, $D[n(0)-n(L)]/L$ would be 62% too large. The half-range formula does better because its density drop is too small: $\Gamma L/D=0.285\,n_r$, against $1.622\times0.2689\times0.997\,n_r=0.435\,n_r$ in the kinetic solution, where $0.997$ is $L/\lambda$. Two errors largely compensate.

**Q.** The pressure share is tiny. May I at least keep the scalar pressure?

**A.** The share is a difference between two faces, and does not show that the correction is small at either. In the kinetic slab at 1 Pa, $P_{xx}$ is about $0.74\,nT$ at the inlet and $0.39\,nT$ at the wall; even at 100 Pa it is about $0.44\,nT$ at the wall, where $u\approx v_t$. In the collisionless limit, half a Maxwellian has $\langle v^2\rangle=v_t^2$ and $u=2v_t/\sqrt{2\pi}=0.80v_t$. Hence $P_{xx}/(mn)=v_t^2-u^2=0.36v_t^2$: the pressure is far below $nT$, and the inertia makes up the difference.

**Q.** How near is all this to a real reactor?

**A.** A few eV, $10^{16}\ \mathrm{m^{-3}}$ and 13.56 MHz are ordinary values for processing discharges. Etching is often done near 1 Pa and some deposition near 100 Pa, so both pressures are relevant. The wave and the field-free slab, however, test the flux law at a given field; they are not models of the reactor. At this density and temperature the Debye length is about 0.13 mm, far below $L$. Space charge would strongly screen a longitudinal wave of this length and frequency, and would prevent electrons from diffusing freely to a wall. The 50 V/m is a bulk field; sheath fields are far larger. The steady flux of $10^{22}\ \mathrm{m^{-2}s^{-1}}$ found at 1 Pa is not typical, since in a real bulk the steady field largely opposes diffusion. With $-100$ V/m in the example, the two terms cancel and that flux falls to zero at this order. Real collision frequencies also depend on energy, which for a constant cross section halves the thermal-diffusion term. If the gas heats to 600 K at fixed pressure, $\nu$ halves and $\omega/\nu$ at 1 Pa rises from 3.5 to 7.

**Q.** What should I do when the ratios are not small?

**A.** If $\omega/\nu$ alone is large, with $kv_t\ll|\nu-i\omega|$ and $u$ small, keep $\partial_t\Gamma$ and use a pressure response suited to the frequency, the energy loss and the heat conduction. This suffices for constant $\nu$. If $\nu$ depends on speed, the mobility of a Maxwellian becomes $(e/T)\langle v^2/3(\nu(v)-i\omega)\rangle$, which a single $\nu$ fitted to the steady mobility does not reproduce: at $\omega/\nu=3.5$ such a fit underestimates the heating by about 8% for a constant cross section, and by more for a cross section that rises with energy. If $\lambda/L$ or $mu^2/T$ is of order one, the pressure in general depends on the velocity distribution and its history along the flight path. A kinetic calculation then supplies what a scalar $nT$ cannot.
